**Grid errors of exchange and antisymmetric exchange for a spin helix**

For a helix of wave number $k$ along an axis of a grid with cell edge $a$, and $\theta=ka$, nearest-neighbour exchange is the continuum value times $[\sin(\theta/2)/(\theta/2)]^2$, and central-difference antisymmetric exchange is the continuum value times $\sin\theta/\theta$. The constants $A$ and $D$ multiply these two energies, and $K$ is a uniaxial anisotropy. The program obtains the continuum values by symbolic differentiation and asserts that spin vectors sampled in three dimensions reproduce the grid factors along an axis, a face diagonal and a body diagonal. It also asserts the leading error terms, two summation identities on a ring of random spins, and the relaxed angle $\arctan[Da/(2A)]$ and energy found by free minimization of an open spin chain. For a 10 nm period and 1 nm cells, the output shows deficits of 3.2 percent for exchange and 6.5 percent for antisymmetric exchange. The relaxed period grows to 11.2 nm, and the total energy gain is 9.7 percent too small at fixed period and 8.3 percent too small after relaxation. With an anisotropy as large as $Ak^2$, the two deficits rise to 4.0 and 6.9 percent.

## Check in Python

```python
"""
Discretization error of a spin helix on a cubic grid.

Result under test: for a helix of wave number k on cells of edge a, with
theta = k*a, the grid exchange energy is the continuum value times
(sin(theta/2)/(theta/2))**2, and the central-difference antisymmetric
exchange is the continuum value times sin(theta)/theta.
For period 10 nm and a = 1 nm the deficits are about 3 and 6 percent.

Energy density: A*sum_i |d_i m|^2 + D*m.curl(m), m a unit vector.
Units: length nm, A in pJ/m, D in mJ/m^2, so that A/nm^2 and D/nm
are both in MJ/m^3, and 1 MJ/m^3 times 1 nm^3 is 1e-21 J.
K: uniaxial anisotropy in MJ/m^3. M: magnetization in A/m.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(7)
AXIS = np.array([1.0, 0.0, 0.0])
FACE = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
BODY = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)


def sampled_factors(k, a, n=AXIS, cone=np.pi / 2):
    """Grid/continuum ratios from sampled vectors: exchange by nearest
    neighbours, antisymmetric exchange, exchange by central differences."""
    trial = np.array([0.0, 1.0, 0.0]) if n[1] < 0.5 else np.array([0.0, 0.0, 1.0])
    e1 = trial - n * (trial @ n)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)

    def spin(r):
        p = k * (n @ r)
        return np.cos(cone) * n + np.sin(cone) * (e1 * np.cos(p) + e2 * np.sin(p))

    # average over one full period removes any dependence on the phase
    out = []
    start = rng.uniform(-5, 5, 3)
    for s in np.arange(24) / 24:
        r = start + n * s * 2 * np.pi / k
        m = spin(r)
        steps = a * np.eye(3)
        forward = np.array([(spin(r + d) - m) / a for d in steps])
        g = np.array([(spin(r + d) - spin(r - d)) / (2 * a) for d in steps])
        curl = np.array([g[1, 2] - g[2, 1], g[2, 0] - g[0, 2], g[0, 1] - g[1, 0]])
        out.append([np.sum(forward**2) / k**2, -(m @ curl) / k, np.sum(g**2) / k**2])
    return np.mean(out, axis=0) / np.sin(cone) ** 2


def formula_factors(k, a, n=AXIS):
    exchange = np.sum((2 * np.sin(k * a * n / 2) / (k * a)) ** 2)
    antisym = np.sum(n * np.sin(k * a * n)) / (k * a)
    return np.array([exchange, antisym])


# Continuum values by symbolic differentiation
x, q = sp.symbols("x q", positive=True)
ms = sp.Matrix([0, sp.cos(q * x), sp.sin(q * x)])
dms = ms.diff(x)
curl_s = sp.Matrix([0, -dms[2], dms[1]])
assert sp.simplify(dms.dot(dms) - q**2) == 0
assert sp.simplify(ms.dot(curl_s) + q) == 0

# Example
period, cell, A = 10.0, 1.0, 1.0
k = 2 * np.pi / period
theta = k * cell
D = 2 * A * k
fac = sampled_factors(k, cell)
err_ex, err_dm, err_central = 1 - fac

# Grid factors, all directions, several cell sizes, and fine-grid limit
for n in (AXIS, FACE, BODY):
    for a in (0.3, 1.0, 2.2):
        assert np.allclose(sampled_factors(k, a, n)[:2], formula_factors(k, a, n), atol=1e-11)
    assert np.allclose(sampled_factors(k, 1e-3, n), 1, atol=1e-6)
    small = 0.05
    lead = (1 - sampled_factors(k, small, n)[:2]) / (k * small) ** 2
    assert np.allclose(lead, np.sum(n**4) * np.array([1 / 12, 1 / 6]), rtol=1e-3)
assert abs(fac[2] - (np.sin(theta) / theta) ** 2) < 1e-12
assert np.allclose(sampled_factors(k, cell, cone=0.7), fac, atol=1e-11)
assert 0.03 < err_ex < 0.035 and 0.06 < err_dm < 0.07

# Next terms of the expansions, measured on sampled vectors
lead_ex, lead_dm = theta**2 / 12, theta**2 / 6
assert abs((lead_ex - err_ex) / (theta**4 / 360) - 1) < 0.03
assert abs((lead_dm - err_dm) / (theta**4 / 120) - 1) < 0.03

# Summation identities on a ring of arbitrary spins
ring = rng.normal(size=(17, 3))
ring /= np.linalg.norm(ring, axis=1)[:, None]
nxt, prv = np.roll(ring, -1, 0), np.roll(ring, 1, 0)
assert np.allclose(np.cross(ring, (nxt - prv) / 2).sum(0), np.cross(ring, nxt).sum(0))
assert np.isclose(-np.sum(ring * (nxt - 2 * ring + prv)), np.sum((nxt - ring) ** 2))

# Energies at fixed period
e_ex, e_dm = A * k**2, -D * k
g_ex, g_dm = e_ex * fac[0], e_dm * fac[1]
e_tot, g_tot = e_ex + e_dm, g_ex + g_dm
loss_fixed = 1 - g_tot / e_tot
assert np.isclose(loss_fixed, 2 * err_dm - err_ex)
best = minimize(lambda v: A * v[0] ** 2 - D * v[0], [0.3])
assert abs(best.x[0] - k) < 1e-5 and abs(best.fun - e_tot) < 1e-8


# Free relaxation of an open chain of three-component spins
def chain_energy(flat):
    m = flat.reshape(-1, 3)
    m = m / np.linalg.norm(m, axis=1)[:, None]
    exchange = A * np.sum((m[1:] - m[:-1]) ** 2) / cell**2
    antisym = -D * np.sum(np.cross(m[:-1], m[1:])[:, 0]) / cell
    return exchange + antisym


count = 10
phase = theta * np.arange(count)
guess = np.column_stack([0 * phase, np.cos(phase), np.sin(phase)])
guess += 0.15 * rng.normal(size=guess.shape)
relaxed = minimize(chain_energy, guess.ravel(), method="BFGS", options={"gtol": 1e-6})
spins = relaxed.x.reshape(-1, 3)
spins /= np.linalg.norm(spins, axis=1)[:, None]
angles = np.arccos(np.clip(np.sum(spins[1:] * spins[:-1], axis=1), -1, 1))
theta_rel = angles.mean()
e_rel = relaxed.fun / (count - 1)
assert np.max(np.abs(angles - np.arctan(D * cell / (2 * A)))) < 1e-4
assert abs(e_rel - 2 * A / cell**2 * (1 - np.sqrt(1 + theta**2))) < 1e-7
period_rel = 2 * np.pi * cell / theta_rel
# leading law for the growth of the period, measured at a fine cell
fine = 0.05
fine_min = minimize(
    lambda v: 1e3 * (2 * A * (1 - np.cos(v[0] * fine)) / fine**2
                     - D * np.sin(v[0] * fine) / fine), [0.5], tol=1e-9)
growth = k / fine_min.x[0] - 1
assert abs(growth / ((k * fine) ** 2 / 3) - 1) < 0.05


# Helix distorted by uniaxial anisotropy at fixed period
def distorted_errors(K):
    kap = K / A

    def slope(p, c):
        return np.sqrt(c + kap * np.sin(p) ** 2)

    def mismatch(c):
        return 2 * quad(lambda p: 1 / slope(p, c), 0, np.pi / 2, limit=200)[0] - period / 2

    c = brentq(mismatch, 1e-4 * k**2, k**2, xtol=1e-14)
    sol = solve_ivp(lambda s, p: slope(p, c), (0, period + cell), [0.0],
                    method="DOP853", rtol=1e-11, atol=1e-12, dense_output=True)
    assert abs(sol.sol(period)[0] - 2 * np.pi) < 1e-7
    s = np.arange(400) * period / 400
    p0, p1 = sol.sol(s)[0], sol.sol(s + cell)[0]
    exact = 4 * quad(lambda p: slope(p, c), 0, np.pi / 2)[0] / period
    assert abs(np.mean(slope(p0, c) ** 2) / exact - 1) < 1e-7
    grid = np.mean(2 - 2 * np.cos(p1 - p0)) / cell**2
    grid_dm = np.mean(np.sin(p1 - p0)) / cell
    return 1 - grid / exact, 1 - grid_dm / k


assert np.allclose(distorted_errors(1e-6), [err_ex, err_dm], atol=1e-5)
K_weak, K_strong = 0.05, A * k**2
weak, strong = distorted_errors(K_weak), distorted_errors(K_strong)
assert err_ex < weak[0] < strong[0] and err_dm < weak[1] < strong[1]

# Other sizes
cell_1pc = brentq(lambda a: 1 - sampled_factors(k, a)[1] - 0.01, 0.05, 1.0)
period_long, atom_gap, M, temp = 18.0, 0.28, 0.16e6, 10.0
err_long = 1 - sampled_factors(2 * np.pi / period_long, cell)
err_atom = 1 - sampled_factors(k, atom_gap)
dipolar = const.mu_0 * M**2 / 2 / 1e3
to_mev = 1e-21 / const.e * 1e3
cell_mev = e_ex * cell**3 * to_mev
kt_mev = const.k * temp / const.e * 1e3
err_face = 1 - sampled_factors(k, cell, FACE)
err_body = 1 - sampled_factors(k, cell, BODY)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("period", period, "nm", 1)
show("cell edge", cell, "nm", 1)
show("exchange constant A", A, "pJ/m", 2)
show("antisymmetric constant D", D, "mJ/m^2", 4)
show("wave number k", k, "1/nm", 5)
show("angle between cells", theta, "rad", 5)
show("angle between cells", np.degrees(theta), "degree", 1)
show("exchange factor", fac[0], "(ratio)", 5)
show("antisymmetric factor", fac[1], "(ratio)", 5)
show("exchange deficit, leading term", 100 * lead_ex, "percent")
show("exchange deficit, full", 100 * err_ex, "percent")
show("antisymmetric deficit, leading term", 100 * lead_dm, "percent")
show("antisymmetric deficit, full", 100 * err_dm, "percent")
show("exchange deficit if central differences are squared", 100 * err_central, "percent")
show("continuum exchange energy", 1e3 * e_ex, "kJ/m^3", 2)
show("grid exchange energy", 1e3 * g_ex, "kJ/m^3", 2)
show("continuum antisymmetric energy", 1e3 * e_dm, "kJ/m^3", 2)
show("grid antisymmetric energy", 1e3 * g_dm, "kJ/m^3", 2)
show("continuum total energy", 1e3 * e_tot, "kJ/m^3", 2)
show("grid total energy, period fixed", 1e3 * g_tot, "kJ/m^3", 2)
show("loss of total energy, period fixed", 100 * loss_fixed, "percent", 2)
show("relaxed angle between cells", np.degrees(theta_rel), "degree", 2)
show("relaxed grid period", period_rel, "nm", 2)
show("growth of period", 100 * (period_rel / period - 1), "percent", 2)
show("growth of period, leading term", 100 * theta**2 / 3, "percent", 2)
show("grid total energy, relaxed", 1e3 * e_rel, "kJ/m^3", 2)
show("loss of total energy, relaxed", 100 * (1 - e_rel / e_tot), "percent", 2)
show("face diagonal, exchange deficit", 100 * err_face[0], "percent", 2)
show("face diagonal, antisymmetric deficit", 100 * err_face[1], "percent", 2)
show("body diagonal, exchange deficit", 100 * err_body[0], "percent", 2)
show("body diagonal, antisymmetric deficit", 100 * err_body[1], "percent", 2)
show("cell edge for 1 percent antisymmetric deficit", cell_1pc, "nm")
show("longer period (rough, MnSi)", period_long, "nm", 0)
show("longer period, exchange deficit", 100 * err_long[0], "percent", 2)
show("longer period, antisymmetric deficit", 100 * err_long[1], "percent", 2)
show("weak anisotropy K (rough)", 1e3 * K_weak, "kJ/m^3", 0)
show("weak K, exchange deficit", 100 * weak[0], "percent", 2)
show("weak K, antisymmetric deficit", 100 * weak[1], "percent", 2)
show("strong anisotropy K = A k^2", 1e3 * K_strong, "kJ/m^3", 1)
show("strong K, exchange deficit", 100 * strong[0], "percent", 2)
show("strong K, antisymmetric deficit", 100 * strong[1], "percent", 2)
show("atomic spacing (rough)", atom_gap, "nm", 2)
show("atomic chain, exchange deficit", 100 * err_atom[0], "percent", 2)
show("atomic chain, antisymmetric deficit", 100 * err_atom[1], "percent", 2)
show("magnetization (rough)", M / 1e6, "MA/m", 2)
show("magnetostatic bound", dipolar, "kJ/m^3", 1)
show("temperature", temp, "K", 0)
show("thermal energy kT", kt_mev, "meV")
show("helix exchange energy per cell", cell_mev, "meV")
print("all tests passed")
```

Printed output:

```
period: 10.0 nm
cell edge: 1.0 nm
exchange constant A: 1.00 pJ/m
antisymmetric constant D: 1.2566 mJ/m^2
wave number k: 0.62832 1/nm
angle between cells: 0.62832 rad
angle between cells: 36.0 degree
exchange factor: 0.96753 (ratio)
antisymmetric factor: 0.93549 (ratio)
exchange deficit, leading term: 3.290 percent
exchange deficit, full: 3.247 percent
antisymmetric deficit, leading term: 6.580 percent
antisymmetric deficit, full: 6.451 percent
exchange deficit if central differences are squared: 12.486 percent
continuum exchange energy: 394.78 kJ/m^3
grid exchange energy: 381.97 kJ/m^3
continuum antisymmetric energy: -789.57 kJ/m^3
grid antisymmetric energy: -738.63 kJ/m^3
continuum total energy: -394.78 kJ/m^3
grid total energy, period fixed: -356.67 kJ/m^3
loss of total energy, period fixed: 9.66 percent
relaxed angle between cells: 32.14 degree
relaxed grid period: 11.20 nm
growth of period: 12.00 percent
growth of period, leading term: 13.16 percent
grid total energy, relaxed: -362.02 kJ/m^3
loss of total energy, relaxed: 8.30 percent
face diagonal, exchange deficit: 1.63 percent
face diagonal, antisymmetric deficit: 3.26 percent
body diagonal, exchange deficit: 1.09 percent
body diagonal, antisymmetric deficit: 2.18 percent
cell edge for 1 percent antisymmetric deficit: 0.390 nm
longer period (rough, MnSi): 18 nm
longer period, exchange deficit: 1.01 percent
longer period, antisymmetric deficit: 2.02 percent
weak anisotropy K (rough): 50 kJ/m^3
weak K, exchange deficit: 3.26 percent
weak K, antisymmetric deficit: 6.46 percent
strong anisotropy K = A k^2: 394.8 kJ/m^3
strong K, exchange deficit: 4.02 percent
strong K, antisymmetric deficit: 6.94 percent
atomic spacing (rough): 0.28 nm
atomic chain, exchange deficit: 0.26 percent
atomic chain, antisymmetric deficit: 0.52 percent
magnetization (rough): 0.16 MA/m
magnetostatic bound: 16.1 kJ/m^3
temperature: 10 K
thermal energy kT: 0.862 meV
helix exchange energy per cell: 2.464 meV
all tests passed
```
